\section*{Do semilocal kernels give charge-transfer excitations their -1/R dependence?}

\section*{Question}

I am computing an excitation that moves an electron from a neutral donor D to a neutral acceptor A at a large distance $R$, using linear-response time-dependent density-functional theory with a semilocal functional. The electron and the hole it leaves behind should attract each other with energy $-1/R$.

My reasoning is that the orbital energy difference describes an electron and a hole that do not interact, and that the kernel then adds their interaction. The kernel contains the full Coulomb repulsion $1/|\mathbf r-\mathbf r'|$, which is long-ranged even if the exchange-correlation part is not. So the kernel should supply the $-1/R$. Yet my excitation energy hardly changes as I pull the fragments apart. Where is the mistake, and is there a model small enough to check by hand?

\section*{Answer}

The mistake is in what the Coulomb kernel acts on. It does not act between the electron density $\varphi_a^2$ on A and the hole density $\varphi_i^2$ on D. It acts on the product $\varphi_i\varphi_a$, which disappears when the two orbitals cease to overlap. The orbital energy difference is then all that remains.

I use Hartree atomic units, real orbitals, a closed-shell ground state, singlet excitations and the adiabatic approximation, in which the kernel does not depend on frequency.

\subsection*{What the kernel multiplies}

Keep one pair of orbitals, $\varphi_i$ doubly occupied and $\varphi_a$ empty, with gap $\Delta\varepsilon=\varepsilon_a-\varepsilon_i$. Disturb the occupied orbital slightly:
\begin{equation}
\varphi(t)=e^{-i\varepsilon_i t}\,[\varphi_i+c(t)\varphi_a],\qquad |c|\ll1 .
\end{equation}
With two electrons in it, the density changes to first order by
\begin{equation}
\delta n=2(c+c^*)\varphi_i\varphi_a=4\,\mathrm{Re}(c)\,\rho,\qquad \rho=\varphi_i\varphi_a .
\end{equation}
The transferred charge, $2|c|^2(\varphi_a^2-\varphi_i^2)$ once the orbital is normalized, is of second order, so linear response does not see it. The potential responds by $\delta v=\int F\,\delta n$, where $F=1/|\mathbf r-\mathbf r'|+f_{xc}$. Its matrix element between the two orbitals is $4K\,\mathrm{Re}(c)$, with
\begin{equation}
K=\iint\rho(\mathbf r)\,F(\mathbf r,\mathbf r')\,\rho(\mathbf r')\,d^3r\,d^3r' .
\end{equation}
Projecting the Kohn--Sham equation on $\varphi_a$ gives $i\dot c=\Delta\varepsilon\,c+4K\,\mathrm{Re}(c)$. With $c=x+iy$, the imaginary and real parts are
\begin{equation}
\dot x=\Delta\varepsilon\,y,\qquad \dot y=-(\Delta\varepsilon+4K)\,x .
\end{equation}
Differentiating the first and inserting the second gives $\ddot x=-\Delta\varepsilon(\Delta\varepsilon+4K)x$, an oscillation with
\begin{equation}
\omega^2=\Delta\varepsilon\,(\Delta\varepsilon+4K),\qquad
\omega\approx\Delta\varepsilon+2K\quad(|K|\ll\Delta\varepsilon).
\label{eq:omega}
\end{equation}

\subsection*{Why $K$ vanishes}

Take the Hartree part first. Let $O=\int|\varphi_i\varphi_a|\,d^3r$. For fixed $\mathbf r$, split the integral over $\mathbf r'$ at a distance of one bohr. The near part is at most $\max|\rho|\int_{s<1}d^3s/s=2\pi\max|\rho|$. In the far part $1/|\mathbf r-\mathbf r'|\le1$, so it is at most $O$. The remaining integral over $|\rho(\mathbf r)|$ gives another factor $O$:
\begin{equation}
K_H\le O\,(2\pi\max|\rho|+O)\to0 .
\end{equation}
The long range of the Coulomb interaction does not help, because there is no charge left for it to act on.

The exchange part needs more care, since a local kernel can be large where the density is small. For the local density approximation (LDA), $E_x=-C_x\int n^{4/3}d^3r$ with $C_x=\frac34(3/\pi)^{1/3}$, and two derivatives give $f_x=-\frac49C_xn^{-2/3}$. This diverges in density tails. However, the density contains the occupied orbital, $n\ge2\varphi_i^2$, so
\begin{equation}
|K_x|=\tfrac49C_x\int n^{-2/3}\varphi_i^2\varphi_a^2\,d^3r
\le\tfrac49\,2^{-2/3}C_x\int|\varphi_i|^{2/3}\varphi_a^2\,d^3r .
\label{eq:bound}
\end{equation}
For exponentially decaying orbitals this still vanishes exponentially, but it need not follow the overlap squared. Two cases with $1s$ orbitals of unit exponent show the rates.

\emph{Empty acceptor.} Here $n=2\varphi_i^2$ and \eqref{eq:bound} is an equality. The integrand is proportional to $e^{-2r_D/3-2r_A}$, where $r_D$ and $r_A$ are the distances to the two centres. Since $R-r_A\le r_D\le R+r_A$, the integral lies between $e^{-2R/3}\int e^{-8r_A/3}d^3r$ and $e^{-2R/3}\int e^{-4r_A/3}d^3r$. Both integrals are finite and independent of $R$, so the rate is $2/3$ per bohr.

\emph{Filled acceptor.} Add a density $2\varphi_a^2$ on A, giving the filled and the empty orbital there the same shape for the sake of the estimate. Then $n$ lies between two and four times the larger of $\varphi_i^2$ and $\varphi_a^2$, and up to bounded factors the integrand is $\exp[-2(r_D+r_A)+\frac43\min(r_D,r_A)]$. With $r_D+r_A=R\xi$ and $r_D-r_A=R\eta$, the smaller distance is $R(\xi-|\eta|)/2$ and the exponent becomes $-\frac43R\xi-\frac23R|\eta|$. The volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. The integrals over $\xi\ge1$ and over $\eta$ each contribute a factor $1/R$ at large $R$, which leaves $K_x\propto R\,e^{-4R/3}$.

Quadrature between $R=10$ and 14 bohr gives logarithmic slopes of $-0.661$ and $-1.255$ per bohr. The laws predict $-0.667$ and, with the factor $R$ included, $-1.249$.

These arguments cover LDA exchange; the correlation kernel, which is also part of $F$, is not bounded here and enters only in the PBE and PBE0 calculations below. I have not proved the corresponding statement for gradient functionals; a PBE calculation with a filled acceptor follows below. A gradient functional at an empty acceptor is outside what is shown here.

\subsection*{The two-site model: exact energy}

Let the donor core have charge 2 and hold two electrons, and let the acceptor be neutral and empty. The site energies are $\varepsilon_D$ and $\varepsilon_A$, two electrons on one site repel with energy $U$, and electrons on different sites repel with energy $1/R$. An electron on A also feels the donor core, $-2/R$. The hopping element is $-t$ with $t=e^{-R}$.

Without hopping, the energies before and after the transfer are
\begin{align}
E_{DD}&=2\varepsilon_D+U,\\
E_{DA}&=\varepsilon_D+\varepsilon_A-\frac2R+\frac1R .
\end{align}
The ionization energy of the donor is $I=\varepsilon_D-(2\varepsilon_D+U)=-(\varepsilon_D+U)$, and the electron affinity of the acceptor is $A=-\varepsilon_A$. Therefore
\begin{equation}
\omega_{\rm exact}=E_{DA}-E_{DD}=\varepsilon_A-\varepsilon_D-U-\frac1R=I-A-\frac1R .
\end{equation}
The attraction is what remains of the core's $-2/R$ after one electron, the one left behind, has screened it.

\subsection*{The two-site model: semilocal energy}

Use a site version of LDA exchange, $E_x=-C(n_D^{4/3}+n_A^{4/3})$. For two paired electrons on one site the Hartree energy is $\frac12U\cdot2^2=2U$ and the true repulsion is $U$, so exchange must give $-U$. This fixes $C=U/2^{4/3}$. The exchange potential is $-\frac43Cn^{1/3}$, which at $n=2$ equals $-\frac23U$. As $n_D\to2$ and $n_A\to0$, the Kohn--Sham levels become
\begin{align}
\text{donor:}\quad&\varepsilon_D+2U-\tfrac23U=\varepsilon_D+\tfrac43U,\\
\text{acceptor:}\quad&\varepsilon_A-\frac2R+\frac2R=\varepsilon_A .
\end{align}
The empty level sees \emph{both} donor electrons, and they screen the core completely. The gap thus has no $1/R$ term:
\begin{equation}
\Delta\varepsilon\to\varepsilon_A-\varepsilon_D-\tfrac43U=(I-A)-\tfrac13U .
\end{equation}
The constant is wrong as well, by $-U/3$ in this model. The Kohn--Sham gap should not be read as $I-A$.

Neutrality matters here. With a donor core of charge $Z$ and still two electrons, the gap contains $-(Z-2)/R$ and the exact energy $-(Z-1)/R$. The gap then has a Coulomb tail, but the same $-1/R$ is missing.

Now the kernel. Write the orbitals as $\varphi_i=(\cos\theta,\sin\theta)$ and $\varphi_a=(-\sin\theta,\cos\theta)$. If $h_D$ and $h_A$ are the diagonal elements of the Kohn--Sham matrix, its element between the two orbitals is $\sin\theta\cos\theta\,(h_A-h_D)-t\cos2\theta$. Setting it to zero gives $\tan2\theta=2t/(h_A-h_D)$, so $\theta\approx t/\Delta\varepsilon$ at large $R$. The product of the orbitals is $\rho=\sin\theta\cos\theta\,(-1,1)$. With $n_D=2\cos^2\theta$ and $n_A=2\sin^2\theta$,
\begin{equation}
K=\frac{n_An_D}{4}\left(2U-\frac2R+f_D+f_A\right),\qquad f=-\tfrac49C\,n^{-2/3}.
\label{eq:K}
\end{equation}
The Coulomb interaction between the sites is present, as $-2/R$, but it is multiplied by $n_An_D/4$. For small $n_A$ the term $f_A$ dominates the bracket, and with $n_D\to2$
\begin{equation}
K\to\frac{n_A}{2}\left(-\tfrac49C\,n_A^{-2/3}\right)=-\tfrac29C\,n_A^{1/3}.
\end{equation}
Since $n_A\approx2t^2/\Delta\varepsilon^2\propto e^{-2R}$, $K$ falls as $e^{-2R/3}$, the rate found above for an empty acceptor in real space.

Equation \eqref{eq:K} also shows what a density kernel would need in order to repair the result. By \eqref{eq:omega}, it must supply $K=(\omega_{\rm exact}^2-\Delta\varepsilon^2)/(4\Delta\varepsilon)$, which does not vanish exponentially. The bracket in \eqref{eq:K} would have to grow as $1/n_A\propto e^{2R}$. The LDA kernel grows only as $n_A^{-2/3}$.

\subsection*{Numbers for the model}

Take $\varepsilon_D=-1.2$, $\varepsilon_A=-0.05$ and $U=0.6$ hartree. Then $I=0.60$ and $A=0.05$, so the exact limit is $I-A=0.55$ hartree (14.97 eV). The semilocal limit is $-0.05+1.2-0.8=0.35$ hartree (9.52 eV). Energies below are in hartree and $R$ is in bohr. The exact column comes from diagonalizing the two-electron Hamiltonian with hopping.

\begin{center}
\begin{tabular}{rcccc}
$R$ & exact & semilocal $\omega$ & gap $\Delta\varepsilon$ & $K$\\
5 & 0.3504 & 0.3108 & 0.3205 & $-4.8\times10^{-3}$\\
10 & 0.4500 & 0.3486 & 0.3490 & $-1.7\times10^{-4}$\\
15 & 0.4833 & 0.3500 & 0.3500 & $-6.1\times10^{-6}$\\
20 & 0.5000 & 0.3500 & 0.3500 & $-2.2\times10^{-7}$
\end{tabular}
\end{center}

At $R=10$ the acceptor density is $n_A=3.385\times10^{-8}$, with cube root $3.235\times10^{-3}$. With $C=0.2381$ hartree, the limiting formula gives $K=-\frac29(0.2381)(3.235\times10^{-3})=-1.71\times10^{-4}$ hartree, as in the table. Then $\Delta\varepsilon+2K=0.34897-0.00034=0.34863$ hartree. The Hartree part of $K$ at this distance is $1.7\times10^{-8}$ hartree, while $1/R$ is 0.1.

Writing $\omega=\text{const}-b/R$ and taking $b$ from $R=15$ and 20 gives $b=1.000$ for the exact energy and $b=0.003$ for the semilocal one. The small remainder is the exponential tail of the gap and of $K$, not a Coulomb term.

A comparison at one distance can mislead. The limiting forms differ by $\omega_{\rm exact}-\omega=U/3-1/R$, which is zero at $R=3/U=5$ bohr. There the wrong constant and the missing attraction cancel in the limiting forms. The overlap terms are not small at that distance: the table still shows a difference of $0.3504-0.3108=0.040$ hartree, against $0.150$ hartree at $R=20$. The error at one short distance therefore understates the fault. The fault shows in the dependence on $R$.

The numerical check tests \eqref{eq:omega} at each distance against the frequency of the linearized time-dependent Kohn--Sham equations.

\subsection*{What does supply $-1/R$}

Mix in a fraction $\alpha$ of Hartree--Fock exchange. For a closed shell its operator has the kernel $-\frac12\gamma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$, where $\gamma$ is the one-particle density matrix. The disturbance above changes it by
\begin{equation}
\delta\gamma=2c\,\varphi_a(\mathbf r)\varphi_i(\mathbf r')+2c^*\varphi_i(\mathbf r)\varphi_a(\mathbf r').
\end{equation}
Between $\varphi_a(\mathbf r)$ and $\varphi_i(\mathbf r')$, the first term gives $-\alpha c\,(ii|aa)$, with
\begin{equation}
(ii|aa)=\iint\frac{\varphi_i(\mathbf r')^2\,\varphi_a(\mathbf r)^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\to\frac1R .
\end{equation}
This is the interaction your argument had in mind, between the hole density and the electron density, and it needs no overlap. The second term gives $-\alpha c^*(ia|ia)$, a Hartree-type integral over $\rho$, which vanishes. The excitation energy therefore gains $-\alpha/R$.

For full Hartree--Fock exchange in the two-site model, the donor level is $\varepsilon_D+2U-U$ and the acceptor level is $\varepsilon_A$. The gap is then $I-A$, and single excitations give $I-A-1/R$ at large $R$. The computed values agree with the exact ones to the printed six decimals from $R=10$ on.

\subsection*{A pair of real atoms}

Consider He $1s\to$ Be $2p$ in He$\cdots$Be, in the STO-3G basis and the Tamm--Dancoff approximation, which drops the $c^*$ terms. The empty orbitals in this basis are the three Be $2p$ functions. Averaged over them, the electron density on Be is spherical, so $(ii|aa)$ averages to $1/R$ once the atoms no longer penetrate each other. The basis is far too small to predict the excitation energy, but it displays the structure. The table gives the mean shift from the orbital gap in hartree, with $R$ in bohr.

\begin{center}
\begin{tabular}{rccc}
$R$ & PBE & PBE0 ($\alpha=\frac14$) & Hartree--Fock\\
8 & $2.6\times10^{-5}$ & $-0.03123$ & $-0.12499$\\
12 & $-2.4\times10^{-9}$ & $-0.02083$ & $-0.08333$\\
16 & below $10^{-13}$ in size & $-0.01563$ & $-0.06250$
\end{tabular}
\end{center}

At $R=12$, $1/R=0.08333$ and $1/(4R)=0.02083$, so the shifts are $0$, $-1/(4R)$ and $-1/R$. The PBE entries are not converged numbers: their size, sign and very fast fall reflect the compact Gaussian tails of this basis. At 8, 12 and 16 bohr cc-pVDZ gives $2.6\times10^{-4}$, $2.5\times10^{-7}$ and $-1.1\times10^{-10}$ hartree, and aug-cc-pVDZ gives $3.8\times10^{-4}$, $7.4\times10^{-6}$ and $-7.5\times10^{-7}$ hartree. All remain negligible beside $1/R$. The PBE gap does not make up for the missing term: it changes by less than $10^{-4}$ hartree between 12 and 16 bohr, where $1/R$ changes by $0.021$. The size and sign of that small change depend on the integration grid. Coupling to the other orbital pairs does not restore it either. In this basis, at 12 and 16 bohr, diagonalizing the full Tamm--Dancoff matrix reproduces the gap plus the shift within the tested $10^{-5}$ hartree. In cc-pVDZ at 12 bohr the full PBE shift stays below $10^{-6}$ hartree, while for Hartree--Fock the coupling moves the shift from $-1.000/R$ to $-1.003/R$.

So your nearly constant excitation energy is what the semilocal cases treated here give for this kind of state: LDA exchange, and PBE with a filled acceptor. To obtain the full $-1/R$ by this route, the exchange acting between the distant electron and hole must be nonlocal and enter with weight one. A global hybrid with fraction $\alpha$ supplies $-\alpha/R$. All of this refers to two isolated fragments in vacuum; screening by a surrounding solvent or solid is not treated here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Site energies D, A: -1.2, -0.05 hartree; U = 0.6 hartree
I = 0.6000, A = 0.0500 hartree; C = 0.238110 hartree
Two-site energies in hartree, R in bohr
  R     exact     semilocal KS gap    HF singles
  5.0  0.350440  0.310805  0.320456  0.350850
  7.0  0.407150  0.339771  0.342330  0.407156
 10.0  0.450000  0.348631  0.348973  0.450000
 15.0  0.483333  0.349951  0.349963  0.483333
 20.0  0.500000  0.349998  0.349999  0.500000
Kernel element K and its Hartree part (hartree), acceptor density
  5.0 K=-4.7530e-03 Hartree=3.5368e-04 n_A=8.8459e-04
  7.0 K=-1.2750e-03 Hartree=6.4874e-06 n_A=1.4191e-05
 10.0 K=-1.7115e-04 Hartree=1.6925e-08 n_A=3.3850e-08
 15.0 K=-6.0946e-06 Hartree=8.1498e-13 n_A=1.5281e-12
 20.0 K=-2.1741e-07 Hartree=3.8149e-17 n_A=6.9361e-17
Semilocal limit 0.3500 hartree = 9.524 eV
Exact limit I-A 0.5500 hartree = 14.966 eV
Exact at R=20 bohr: 13.606 eV
Semilocal at R=20 bohr: 9.524 eV
Coefficient of -1/R from R=15 and 20 bohr (dimensionless):
  exact 1.00000, semilocal 0.00282, HF 1.00000
Log slope of K -0.6667, of its Hartree part -1.9939 1/bohr
Real-space LDA exchange element, 1s orbitals of exponent 1 (hartree)
  empty acceptor: R=10 -2.1035e-04, R=14 -1.4955e-05, log slope -0.6609 1/bohr
  filled acceptor: R=10 -1.2623e-06, R=14 -8.3488e-09, log slope -1.2547 1/bohr
  slope of R exp(-4R/3) over this range -1.2492 1/bohr
He 1s -> Be 2p, STO-3G, mean over 2p (hartree; R in bohr)
  method  R   orbital gap  shift from gap   TDA energy
  PBE      8    0.531062      2.5853e-05     0.531088
  PBE     12    0.530982     -2.4194e-09     0.530982
  PBE     16    0.530950     -4.9072e-14     0.530950
  PBE0     8    0.673498     -3.1232e-02     0.642266
  PBE0    12    0.673442     -2.0833e-02     0.652608
  PBE0    16    0.673417     -1.5625e-02     0.657793
  HF       8    1.097160     -1.2499e-01     0.972172
  HF      12    1.097121     -8.3333e-02     1.013788
  HF      16    1.097121     -6.2500e-02     1.034621
For comparison 1/R at 8, 12, 16 bohr: 0.125000, 0.083333, 0.062500 hartree
\end{verbatim}
